# Fitting the silicon valence-band edge instead of extrapolating it

## Definitions and conventions

Electron energy $E$ is measured from the Fermi level and increases upward. The valence-band maximum (VBM) of silicon lies at $E_v<0$, and $d=E_v-E$ is the depth below it. The density of states is $N(\varepsilon)$, with $\varepsilon=E-E_v$, so that it vanishes for $\varepsilon>0$ near the edge.

The spectrometer adds to each electron energy a Gaussian error of standard deviation $\sigma$. Its full width at half maximum is $W=2\sqrt{2\ln2}\,\sigma$. With a constant background, the expected count in a bin at $E$ is

$$\mu(E)=S\,N_\sigma(E-E_v)+B,\qquad N_\sigma(E)=\int N(\varepsilon)\,g_\sigma(E-\varepsilon)\,d\varepsilon .$$

Here $g_\sigma$ is the normalized Gaussian, $S$ a scale and $B$ the background per bin. The model takes the photoemission intensity as proportional to the density of states.

The quantity wanted is $E_v$. The naive method draws a straight line through the leading edge and takes its crossing with the background, $E_{\rm line}$. Its error is $\delta=E_{\rm line}-E_v$; positive $\delta$ places the edge too high, in the gap.

## What a straight line gets wrong

**A sharp edge.** Without broadening, regard $N$ as a function of $d$. The tangent at depth $d$ reaches zero at depth $d-N/N'$, where $N'=dN/dd$. Since energy is minus depth,

$$\delta=\frac{N}{N'}-d=d\left(\frac1q-1\right),\qquad q=\frac{d\ln N}{d\ln d}.$$

This vanishes for $q=1$. A square-root edge has $q=1/2$ and gives $\delta=d$, so perfect resolution does not cure the error of a line drawn at finite depth.

**A broadened square-root edge.** Let $N=C\sqrt d$, $x=d/\sigma$, and let $\varphi$ be the unit normal density. Apart from a constant factor, the broadened edge is $F(x)=J_{1/2}(x)$, where

$$J_a(x)=\int_0^\infty t^a\varphi(x-t)\,dt .$$

Two expressions for its derivative are needed. First, $\partial_x\varphi(x-t)=(t-x)\varphi(x-t)$, hence $J_a'=J_{a+1}-xJ_a$ for $a>-1$. Second, $\partial_x\varphi(x-t)=-\partial_t\varphi(x-t)$, and integration by parts gives $J_a'=aJ_{a-1}$ for $a>0$, because the boundary terms vanish. Therefore

$$F'=\tfrac12J_{-1/2},\qquad F''=\tfrac12\left(J_{1/2}-xJ_{-1/2}\right)=\tfrac12F-xF'.$$

At the steepest point $x_*$, $F''=0$ and so $F/F'=2x_*$. The tangent there crosses zero at $x_*-2x_*=-x_*$, which means

$$\delta=x_*\sigma .$$

The line lands as far above the VBM as its tangent point lies below it. Solving $J_{1/2}=xJ_{-1/2}$ numerically gives $x_*=0.765$, or $\delta=0.325\,W$. At $W=0.45$ eV this is 146 meV.

**A broadened linear edge.** Now let $N=Cd$. With $\Phi$ the cumulative normal distribution, substituting $u=x-t$ gives

$$J_1=\int_{-\infty}^{x}(x-u)\varphi(u)\,du=x\Phi(x)+\varphi(x),$$

since $\int_{-\infty}^x u\varphi\,du=-\varphi(x)$. The slope is $J_1'=J_0=\Phi(x)$. A tangent at $x$ therefore errs by

$$\delta=\sigma\left(\frac{J_1}{J_1'}-x\right)=\sigma\,\frac{\varphi(x)}{\Phi(x)} .$$

It is $\sigma\sqrt{2/\pi}$ for a tangent at the VBM itself and tends to zero deep in the edge. Even here, the answer depends on where the line is drawn. A correction for resolution thus needs the shape of the edge, and once that shape is known it can be fitted directly.

## A theoretical edge for silicon

The template comes from the local empirical pseudopotential method. With the origin midway between the two atoms of the cell, which sit at $\pm\boldsymbol\tau$, $\boldsymbol\tau=(a/8)(1,1,1)$, the Hamiltonian is real:

$$H_{\mathbf G\mathbf G'}=\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\delta_{\mathbf G\mathbf G'}+V(|\mathbf G-\mathbf G'|^2)\cos[(\mathbf G-\mathbf G')\cdot\boldsymbol\tau].$$

The lattice constant is $a=5.43$ Å. The form factors are $-0.21$, $0.04$ and $0.08$ Ry at squared wavevectors 3, 8 and 11 in units of $(2\pi/a)^2$; the others are set to zero.

Spin-orbit coupling is added as $(\Delta/3)\,\boldsymbol\ell\cdot\boldsymbol s$, acting on the threefold zone-centre state. Here $\boldsymbol\ell$ is an angular momentum with $\ell=1$, $\boldsymbol s$ is the vector of Pauli matrices, and $\Delta=44$ meV. Because $\boldsymbol s$ is twice the spin,

$$\boldsymbol\ell\cdot\boldsymbol s=j(j+1)-2-\tfrac34,$$

which is $1$ for $j=3/2$ and $-2$ for $j=1/2$. The quartet rises by $\Delta/3$ and is the VBM; the doublet falls by $2\Delta/3$. Away from the zone centre, the coupling is projected onto the three upper valence bands.

The Hamiltonian is diagonalized in 113 plane waves on a mesh of 20 intervals along each edge of the cube $0\le k_i\le2\pi/a$. Reflections of this cube fill a periodic cube holding two Brillouin zones, so uniform sampling gives correct weights. Cubic splines carry the bands to a finer mesh, whose energies are collected in a histogram and convolved with the Gaussian.

The highest valence band lies 1.25 eV below the VBM at the L point and 3.00 eV below it at X; a basis of 259 plane waves deepens both by about 8 meV. After light smoothing, the density of states at depths of 0.1, 0.5, 1.0 and 2.0 eV is 0.114, 0.313, 0.624 and 1.211 states per eV and cell. Between the first two depths the mean logarithmic slope is

$$\frac{\ln(0.313/0.114)}{\ln5}\approx0.63,$$

and between 0.5 and 1.0 eV it is about 1.0. Refining the mesh from 20 to 28 intervals changes these densities by at most about 0.003 and the first slope to 0.64. No single power describes the edge that a line would use.

## How the line behaves on this edge

Two least-squares lines were drawn through noise-free broadened curves: one through the segment from 20 to 60% of the valence maximum, the other from 10 to 40%. A third line is the tangent at the first slope maximum met when coming from the gap, ignoring maxima below a fifth of the greatest slope. The template and $E_v$ were held fixed while $W$ changed. The curves were sampled every 5 meV; moving the sampling points by half a step changes the segment results by up to about 3 meV. The errors $\delta$ in meV are:

| $W$ (eV) | 20–60% | 10–40% | tangent |
|---:|---:|---:|---:|
| 0.15 | −84 | 111 | 34 |
| 0.30 | −85 | 97 | 75 |
| 0.45 | −83 | 84 | 106 |
| 0.60 | −68 | 84 | −273 |
| 0.90 | −8 | 136 | −108 |

At $W=0.45$ eV the two segments disagree by $84+83=167$ meV. The upper segment has almost the same error at 0.15 and 0.45 eV, so most of that error belongs to the shape of the band edge. Its near disappearance at 0.90 eV is accidental: broadening moves the segment towards the gap and also changes the curve within it, and together these nearly offset the shape error. It gives no reason to prefer poor resolution.

The negative sign carries information. Let the line $\alpha+\beta d$ be fitted to values $y_i$ at depths $d_i>0$. It reaches zero at $d=-\alpha/\beta$, so $\delta=\alpha/\beta$. The normal equations give $\alpha$ a positive denominator and the numerator

$$\sum_i d_i^2\sum_jy_j-\sum_id_i\sum_jd_jy_j .$$

Put $y_j=d_jr_j$ and average the double sum with its copy in which $i$ and $j$ are exchanged:

$$\sum_{ij}d_id_j(d_i-d_j)r_j=\frac12\sum_{ij}d_id_j(d_i-d_j)(r_j-r_i).$$

If $r=y/d$ never increases with depth, every term is nonnegative. A rising line with negative $\delta$ therefore shows that $y/d$ increases somewhere in its segment. The critical point at L is a plausible cause, but its contribution was not isolated.

The first three tangents err by roughly 70 to 80% of the ideal square-root value $0.325W$. The jump at 0.60 eV occurs because the slope maximum nearest the gap has merged into the edge. At $W=0.45$ eV it lies 0.24 eV below the VBM; by 0.55 eV it has disappeared, and the rule selects another at a depth of about 1.1 eV. Taking the greatest slope overall is no remedy. That point stays at a depth of 1.0 to 1.2 eV for $W$ between 0.30 and 0.90 eV, but its tangent errs by about $-520$ meV at the first resolution and $-110$ meV at the last.

## Letting the whole edge determine the VBM

The remedy is to keep the template and the measured $W$ fixed and fit $\theta=(E_v,S,B)$ to the counts $y_i$. For independent Poisson counts, the log likelihood without terms independent of $\theta$ is

$$\mathcal L=\sum_i(y_i\ln\mu_i-\mu_i),\qquad
\frac{\partial\mathcal L}{\partial\theta_a}=\sum_i\frac{y_i-\mu_i}{\mu_i}\,\partial_a\mu_i .$$

The derivatives of the model are

$$\frac{\partial\mu}{\partial E_v}=-S N_\sigma'(E-E_v),\quad \frac{\partial\mu}{\partial S}=N_\sigma,\quad \frac{\partial\mu}{\partial B}=1,$$

where the prime now means differentiation with respect to energy. Differentiating the likelihood again gives

$$\partial_a\partial_b\mathcal L=\sum_i\left[\left(\frac{y_i}{\mu_i}-1\right)\partial_a\partial_b\mu_i-\frac{y_i}{\mu_i^2}\partial_a\mu_i\,\partial_b\mu_i\right].$$

At the true parameters the mean of $y_i$ is $\mu_i$. The first term then averages to zero, and the mean second derivative is $-\mathcal F_{ab}$, with

$$\mathcal F_{ab}=\sum_i\frac{\partial_a\mu_i\,\partial_b\mu_i}{\mu_i}.$$

Replacing the second derivative by this mean turns Newton's method into the Gauss–Newton step $\mathcal F\,\Delta\theta=\nabla\mathcal L$. The procedure is:

1. Start $E_v$ at the straight-line value and take weights from the counts.
2. At this $E_v$, find $S$ and $B$ by weighted linear least squares.
3. Solve the linearized three-parameter problem for the step in $E_v$, limiting it to 0.1 eV.
4. Set the weights to $1/\mu_i$ from the current model and repeat until the step is negligible.

When the steps cease and the weights agree with the model, $\nabla\mathcal L=0$: the result is a stationary point of the Poisson likelihood. Starting from the line is harmless if the iteration reaches the correct maximum, because the line no longer defines the answer.

The uncertainty follows from the same matrix. Since the variance of $y_i$ is $\mu_i$, the covariance of $\nabla\mathcal L$ is $\mathcal F$. To leading order the parameter error is $\mathcal F^{-1}\nabla\mathcal L$, so its covariance is $\mathcal F^{-1}\mathcal F\mathcal F^{-1}=\mathcal F^{-1}$. Its mean is zero at this order for any $W$, provided the template and $W$ are correct.

The window must include some curvature of the broadened density of states. Here the foot supplies some, and the gap helps to fix $B$. If the window covered only a linear part of the edge, $N_\sigma'$ would be constant and a shift of $E_v$ could be undone by changing $B$. The matrix $\mathcal F$ would then be singular.

## A synthetic spectrum

The example sets $E_v=-0.600$ eV. For each of three bands, 500,000 random wavevectors supplied energies, to which $E_v$ and a random Gaussian error were added. The resulting 1.5 million events were sorted into 25 meV bins, retaining those within the recorded range, and a Poisson background of mean 40 counts per bin was added. The fit used 128 bins from $-2.19$ to $0.99$ eV.

At $W=0.45$ eV the highest bin held 8729 counts. The fit gave $E_v=-0.6026$ eV with a standard error of 2.4 meV, an error of $-2.6$ meV. The 20–60% line gave $-0.7154$ eV, an error of $-115$ meV. Subtracting its noise-free offset leaves

$$-0.715+0.083=-0.632\ \text{eV},$$

still 32 meV too low. Part of this comes from the coarser bins, which alter the chosen segment: without noise they give an offset of $-99$ meV. Counting noise also moves the maximum and the threshold crossings. In 500 simulated Poisson spectra the offset scattered by 11 meV about a mean of $-96$ meV. These figures count the first bin above 60% as part of the segment; leaving it out changes the noise-free offset to about $-90$ meV and the mean to about $-85$ meV.

Over the five resolutions, the fit errors ranged from $-6.0$ to $0.1$ meV, while the standard error rose from 1.6 to 3.2 meV. The largest error, at 0.60 eV, was 2.2 standard errors. These spectra share the same underlying band energies and are not independent trials. In 300 separately drawn Poisson spectra at 0.45 eV, the mean error was $-0.1$ meV and the scatter 2.4 meV, equal to the prediction of $\mathcal F^{-1}$ at this precision.

## What the small error bar leaves out

The counting error assumes a correct model. To size departures from it, noise-free data at $W=0.45$ eV were refitted after one change at a time:

| Change | Shift of $E_v$ (meV) |
|---|---:|
| no spin-orbit coupling in template | −14 |
| template $W$ 10% too large | −14 |
| broadened template stretched 5% in energy | −6 |
| signal grows 10% per eV of depth | −34 |
| inelastic background, 5% per eV | −7 |

The first shift is close to $-\Delta/3=-14.7$ meV, the displacement between the uncoupled triplet and the true quartet. The inelastic term adds, at each energy, 5% per eV of the signal integrated over all higher energies. Apart from the first, these shifts depend on the fit window. Starting it at $-1.2$ eV instead of $-2.2$ eV reduces the shift from the growing signal to $-11$ meV, but increases that from the wrong $W$ to $-21$ meV.

Band bending acts differently. Take a donor density $N_D=10^{17}$ cm$^{-3}$, a gap of 1.12 eV and a conduction-band effective density of $2.8\times10^{19}$ cm$^{-3}$ at 300 K. Let $q$ now be the elementary charge and $\psi$ the size of the potential change from the neutral bulk. The bending at the surface, as an energy, is

$$q\psi=1.12-0.60-k_BT\ln\frac{2.8\times10^{19}}{10^{17}}=0.374\ \text{eV}.$$

In the depletion approximation the field $\mathcal E$ obeys $|d\mathcal E/dz|=qN_D/\epsilon$. Multiplying by $\mathcal E=|d\psi/dz|$ and integrating from the neutral bulk gives $\mathcal E^2/2=qN_D\psi/\epsilon$. With relative permittivity 11.7, $\mathcal E=0.108$ MV/cm. The depletion layer is $2\psi/\mathcal E\approx70$ nm thick, so the field is nearly constant over an escape depth of a few nanometres. For emission weighted by $e^{-z/\lambda}$, the mean depth is $\lambda$; with $\lambda=2.5$ nm the mean energy shift is $q\mathcal E\lambda=27$ meV. The bands fall into the bulk, so the apparent VBM is too low. Refitting the spectrum averaged over depth, with the field held constant, gives $-26$ meV. Letting the field fall with depth, and including the electrons that spread into the inner edge of the depletion layer, reduces this to $-24$ meV.

The template has a numerical uncertainty too. Halving the number of mesh intervals moves the fitted VBM by 4.7 meV, twice the counting error, but refining the mesh from 20 to 28 intervals moves it by only about 0.3 meV. Increasing the basis from 113 to 169 plane waves, on the coarser mesh, moves it by 0.7 meV. The choice of potential matters more: changing the form factors to $-0.224$, $0.055$ and $0.072$ Ry moves the fitted VBM by 7 to 8 meV, about three times the counting error.

## Consequence for a contact barrier

Let $b_c$ and $b_v=-E_v$ be the binding energies of a silicon core level and the VBM on the clean surface, and $b_c'$ that of the core level at the metal contact. If the core level and VBM keep their separation, the p-type barrier is

$$\phi_p=b_c'-(b_c-b_v).$$

With the core energies fixed, an error in $b_v$ passes unchanged into $\phi_p$. If the contact leaves the core level where it was, the fit gives 0.603 eV and the line 0.715 eV, against a true 0.600 eV. For thermionic emission at 300 K with a fixed prefactor, the line's error lowers the predicted hole current over $\phi_p$ by a factor $\exp(0.1154\ \text{eV}/k_BT)\approx87$. On n-type silicon the current is carried by electrons over $\phi_n=1.12\ \text{eV}-\phi_p$, which the line places at 0.405 instead of 0.520 eV, so the predicted current is too large by the same factor.

The example is meant to resemble n-type silicon pinned near midgap and measured with a laboratory source. Its surface position, escape depth and resolutions are rough values for that regime. Real spectra depart from it through energy-dependent matrix elements and band bending, which here move the result by 34 and 26 meV for the stated sizes and the full fit window. Surface states near the VBM, many-body structure and phonon structure are absent and were not sized. At low photon energy or narrow collection angle, the spectrum may not follow the total density of states at all. The fit is worth its extra work when the template suits the measurement and $W$ is calibrated separately; a millielectronvolt counting error alone does not establish a barrier to that accuracy.
